Avalanche Breakdown Voltage and Doping for a Seventh-Power Ionization Law

**1. Result and assumptions**

A one-sided abrupt junction with light-side doping N breaks down by avalanche at the voltage

V_B = (1/2) (8/A)^(1/4) (qN/ε)^(−3/4), (1)

if the ionization coefficient is α = A E⁷. Here q is the elementary charge, ε the permittivity and E the magnitude of the electric field. At fixed A and ε, therefore, V_B ∝ N^(−3/4).

The coefficient α is the mean number of electron–hole pairs that one carrier creates per unit length along its drift. The seventh power is a fit, over a limited range of field, to a dependence whose logarithmic slope falls as the field rises. Equation (1) holds within the following model. The junction is planar, so edges play no part. The doping is uniform and fully ionized, and the light layer is thicker than its depletion width at breakdown. Electrons and holes have the same α, which depends on the local field. Tunnelling and the space charge of the moving carriers are neglected. Sections 5 to 7 relax several of these conditions and show which of them the exponent needs.

**2. Field and voltage**

Let the heavily doped p side occupy x < 0 and the lightly doped n side x > 0. The heavy side needs a negligible depletion width to balance the charge, so the voltage falls on the light side. In the depletion approximation the charge density for 0 < x < W is +qN, and the field component E_x obeys

dE_x/dx = qN/ε ≡ s. (2)

The field vanishes at the depletion edge x = W. Integrating from x to W gives 0 − E_x(x) = s(W − x), so E_x is negative: the field points from the donors toward the p side. Its magnitude is

E(x) = s(W − x), with peak E_m = sW at x = 0. (3)

The total potential drop is the area of this triangle,

V = ∫₀^W s(W − x) dx = sW²/2 = E_m W/2 = E_m²/(2s). (4)

V is the whole junction drop. The applied reverse voltage is V minus the built-in potential, a difference that matters most at high doping, where V_B is low.

**3. The breakdown condition**

Let n(x) and p(x) be the magnitudes of the electron and hole fluxes. Electrons drift toward +x and holes toward −x. Each ionization adds one carrier of each kind, so each flux grows along its own direction of motion:

dn/dx = α_n n + α_p p, dp/dx = −(α_n n + α_p p). (5)

The sum J = n + p is therefore independent of x, as a steady current requires. For α_n = α_p = α the first equation becomes dn/dx = αJ, and integration across the depletion region gives

n(W) − n(0) = J I, I = ∫₀^W α dx. (6)

Suppose that an electron flux n₀ enters at x = 0 and no holes enter at x = W. Then n(0) = n₀, p(W) = 0 and n(W) = J. Equation (6) becomes J − n₀ = J I, and the multiplication is

M = J/n₀ = 1/(1 − I). (7)

It diverges at I = 1. A current can then sustain itself without injection, because each carrier pair produces on average one further pair before both carriers leave the high-field region.

**4. The breakdown voltage**

With α = A E⁷, the field (3) and the substitution u = W − x,

I = A s⁷ ∫₀^W u⁷ du = A s⁷ W⁸/8. (8)

The integral equals the peak coefficient A E_m⁷ multiplied by W/8. Ionization is thus concentrated near the junction, in an effective length of one eighth of the depletion width. Setting I = 1 gives W⁸ = 8/(A s⁷), or

W = (8/A)^(1/8) s^(−7/8). (9)

The peak field follows from E_m = sW, in which the powers of s combine as 1 − 7/8 = 1/8:

E_m = (8/A)^(1/8) s^(1/8) = (8s/A)^(1/8). (10)

For the voltage, W² = (8/A)^(1/4) s^(−7/4) is inserted in equation (4). The power of s is 1 − 7/4 = −3/4, hence

V_B = (s/2) (8/A)^(1/4) s^(−7/4) = (1/2) (8/A)^(1/4) s^(−3/4). (11)

This is equation (1).

The exponent has a simple reading in the form V_B = E_m²/(2s). If breakdown occurred at a fixed peak field, V_B would vary as 1/N. Higher doping, however, narrows the region in which carriers multiply, and a larger peak field is needed to keep I = 1. That field rises as N^(1/8), its square as N^(1/4), and the exponent changes from −1 to −3/4. The "critical field" of a material is therefore a function of doping in this model, although a slow one.

The approach to breakdown follows from the same integral. At fixed N, equation (4) gives W² = 2V/s, so W⁸ = 16V⁴/s⁴ and equation (8) becomes

I = 2A s³ V⁴ = (V/V_B)⁴. (12)

The second form holds because I = 1 at V = V_B. Equation (7) then gives

M = 1/[1 − (V/V_B)⁴]. (13)

Far below breakdown the excess multiplication M − 1 is close to (V/V_B)⁴. At V = 0.9 V_B, (V/V_B)⁴ = 0.656 and M = 1/0.344 = 2.91.

**5. How the exponent depends on the ionization law**

For α = A E^m, with m > 0 and A in the corresponding units, the integral (8) becomes A s^m W^(m+1)/(m+1). Setting it to one gives

W = [(m+1)/A]^(1/(m+1)) s^(−m/(m+1)). (14)

In V_B = sW²/2 the power of s is 1 − 2m/(m+1) = −(m−1)/(m+1), so

V_B = (1/2) [(m+1)/A]^(2/(m+1)) s^(−(m−1)/(m+1)). (15)

The choice m = 7 returns −6/8 = −3/4, while m = 5 gives −2/3. As m → ∞ at a fixed reference field and coefficient, ionization acquires a sharp threshold, the peak field is pinned there, and V_B ∝ 1/N.

A more general statement needs no power law. Since dE = −s dx, the breakdown condition for any local α(E) with equal coefficients can be written as an integral over field:

∫₀^(E_m) α(E) dE = s. (16)

A small change of doping gives α(E_m) dE_m = ds. Division by s = E_m/W yields d ln E_m/d ln s = 1/[α(E_m)W]. Because ln V_B = 2 ln E_m − ln s − ln 2,

d ln V_B/d ln N = 2/[α(E_m)W] − 1. (17)

For the seventh-power law, equation (8) with I = 1 gives α(E_m)W = A s⁷W⁸ = 8, and the exponent is −3/4 at every doping.

The exponential law α = a exp(−b/E) behaves differently. Its logarithmic slope is d ln α/d ln E = b/E, which equals 7 at one field, E₀ = b/7. Let the power law have the same value α₀ there. With y = ln(E/E₀),

ln(α_exp/α₀) = 7(1 − e^(−y)) ≤ 7y = ln(α_power/α₀), (18)

because e^(−y) ≥ 1 − y. The power law overestimates the exponential coefficient on both sides of E₀. For the same doping and voltage it gives the larger ionization integral, and hence the lower breakdown voltage.

**6. Unequal coefficients and finite heavy doping**

Let α_n = A_n E⁷ and α_p = A_p E⁷, with the constant ratio k = A_p/A_n, where 0 < k < 1. Substituting p = J − n in equation (5), and using u(x) = ∫₀^x α_n dx′ as the coordinate, gives

dn/du = (1 − k)n + kJ. (19)

At breakdown a current persists without injection, so n(0) = 0 and p(W) = 0, the latter meaning n = J at the far edge. The solution that starts from zero is

n(u) = [kJ/(1 − k)] [e^((1−k)u) − 1]. (20)

Let U be the value of u at x = W. Setting n(U) = J gives e^((1−k)U) = 1 + (1 − k)/k = 1/k, and therefore

U = ln(1/k)/(1 − k). (21)

But U = A_n s⁷W⁸/8 by equation (8). The condition has the form of the earlier one, A_eff s⁷W⁸/8 = 1, with

A_eff = A_n(1 − k)/ln(1/k) = (A_n − A_p)/ln(A_n/A_p). (22)

This is the logarithmic mean of the two coefficients. It is symmetric in A_n and A_p, so the result also covers k > 1 and a junction with the doping types exchanged. The exponent −3/4 survives, and the prefactor changes through A_eff^(−1/4). As k → 1, ln(1/k) → 1 − k and the equal-coefficient result returns. As k → 0 at fixed A_n, A_eff tends to zero and V_B grows without bound. Without ionizing holes there is no feedback toward the electron entrance: the gain is e^U, which is finite at any voltage. The multiplication law (13) does not carry over to unequal coefficients. Solving equation (19) with an injected electron flux gives M = (1 − k)/(k^v − k), where v = (V/V_B)⁴; for k = 0.1 and V = 0.9 V_B this is about 7.5 instead of 2.91. If the ratio k varies with field, this argument no longer fixes the exponent. In silicon, where k rises with field, the van Overstraeten–de Man coefficients give local exponents of about −0.77, −0.72 and −0.64 at 10¹⁴, 10¹⁵ and 10¹⁶ cm⁻³.

The second correction concerns the heavy side. Let its doping be N_h, with the same ε and equal coefficients, and let s_h = qN_h/ε. Both sides share the peak field E_m, and their depletion widths are E_m/s and E_m/s_h. Adding the two contributions gives

I = (A E_m⁸/8)(1/s + 1/s_h), V = (E_m²/2)(1/s + 1/s_h). (23)

These are the one-sided expressions with 1/s replaced by 1/s + 1/s_h, which means that N is replaced by N N_h/(N + N_h). Equation (11) then gives

V_B(two-sided) = V_B(one-sided) (1 + N/N_h)^(3/4). (24)

For N ≪ N_h the relative correction is 3N/(4N_h). If both dopings are scaled together, the exponent remains −3/4. If N_h is held fixed while N changes, the correction itself varies and the exponent is −3/4 in the limit N ≪ N_h.

**7. When the layer is too thin**

Suppose that the light layer has thickness d < W, with W from equation (9), and ends at a heavily doped contact. The field is then cut off at E_m − sd instead of falling to zero in the layer. The condition I = 1 and the voltage become

A[E_m⁸ − (E_m − sd)⁸]/(8s) = 1, V_B = E_m d − sd²/2. (25)

Consider d = W/2. In the full triangle, the outer half contributes (1/2)⁸ = 1/256 of the ionization integral but (1/2)² = 1/4 of the voltage. Removing it hardly changes the peak field and costs about a quarter of V_B.

At this thickness the doping dependence at fixed d is also much weaker. Neglecting the small second term in the bracket of equation (25) gives E_m ∝ s^(1/8), so dV_B/d ln s ≈ E_m d/8 − sd²/2. At d = W/2 and sW = E_m, this is E_mW(1/16 − 1/8) = −E_mW/16, while V_B ≈ E_mW(1/2 − 1/8) = 3E_mW/8. The local exponent is their ratio, about −1/6. For s → 0 at fixed d the field becomes uniform, A E_m⁷d = 1, and V_B = E_m d = A^(−1/7) d^(6/7), independent of doping.

**8. A worked example**

The parameters are round model values and represent no particular material. The relative permittivity is 10, and α = 10⁴ cm⁻¹ at 2 MV/cm. Therefore

A = 10⁴/(2×10⁶)⁷ = 7.81×10⁻⁴¹ cm⁶ V⁻⁷.

For N = 10¹⁶ cm⁻³ and ε = 8.85×10⁻¹³ F/cm, the field gradient is s = qN/ε = 1.81×10⁹ V/cm². Equations (10), (9) and (11) give

E_m = (8s/A)^(1/8) = 1.92 MV/cm,

W = E_m/s = (1.92×10⁶)/(1.81×10⁹) cm = 10.6 μm,

V_B = (1/2)(1.79×10¹⁰)(1.81×10⁹)^(−3/4) = 1020 V.

The triangular area E_mW/2 gives the same voltage. Solving I = 1 by numerical quadrature and root finding reproduces it, and integrating the carrier equations (5) confirms that this is where a current sustains itself.

The exponential law matched at 2 MV/cm has b = 14 MV/cm and a = 10⁴e⁷ = 1.10×10⁷ cm⁻¹. The two laws compare as follows.

N = 10¹⁵ cm⁻³: power law 5730 V; exponential law 6600 V, local exponent −0.82.

N = 10¹⁶ cm⁻³: power law 1020 V; exponential law 1050 V, local exponent −0.78.

N = 10¹⁷ cm⁻³: power law 181 V; exponential law 186 V, local exponent −0.72.

Relative to the power law, the exponential voltages are higher by about 15, 3 and 3 percent. The sign agrees with equation (18). At the lowest doping the peak fields are 1.44 and 1.55 MV/cm, so the whole junction lies well below the matching field. Most ionization takes place somewhat below the peak field, which puts it farther from the matching field at the lowest doping and closer to it at the highest.

At 10¹⁶ cm⁻³ the peak field is close to the matching field, yet the exponent is −0.78 and not −0.75. The reason is that breakdown depends on the integral over all fields below E_m. There the logarithmic slope b/E exceeds its value at the peak, so α falls faster than the power law of exponent b/E_m. Equation (16) then gives α(E_m)W > b/E_m + 1. At the present peak field of 1.95 MV/cm the right side is 8.2; the exponent −0.78 corresponds to α(E_m)W = 2/(1 − 0.778) = 9.0. A good fit to α at the peak field therefore does not by itself secure the exponent −3/4.

The other corrections, each applied separately at 10¹⁶ cm⁻³, are as follows. Reducing the hole coefficient to one tenth of the electron coefficient gives A_eff = 0.391 A_n and raises V_B by the factor 0.391^(−1/4) = 1.26, to 1290 V. A heavy side doped to 10¹⁷ cm⁻³ gives the factor 1.1^(3/4) = 1.07 and 1095 V. Halving the layer thickness to 5.3 μm gives 765 V, or 75 percent of the full value, with a local exponent of −0.17, close to the estimate −1/6.

**9. Consequence for the drift-layer resistance**

In the on-state, a layer of thickness W and mobility μ has the specific resistance R = W/(qμN), if it is undepleted and the current flows uniformly through it. Since qN = εs, and equation (4) gives W = 2V_B/E_m and s = E_m²/(2V_B),

R = W/(μεs) = 4V_B²/(εμE_m³). (26)

The denominator εμE_m³ is Baliga's figure of merit: at a given V_B, a larger value means a lower resistance. The cube makes the peak field its most sensitive factor. For μ = 500 cm²/(V s), the example gives

R = (1.06×10⁻³)/(500 × 8.85×10⁻¹³ × 1.81×10⁹) Ω cm² = 1.3 mΩ cm².

Equation (26) suggests R ∝ V_B², but this would require a constant E_m. Inverting equation (11) gives s ∝ V_B^(−4/3), and equation (10) then gives E_m ∝ V_B^(−1/6). Thus E_m³ ∝ V_B^(−1/2), and at constant mobility

N ∝ V_B^(−4/3), W ∝ V_B^(7/6), R ∝ V_B^(5/2). (27)

These relations hold for the seventh-power law and for a layer exactly as thick as its depletion width at breakdown. That layer is not the one of lowest resistance: in the same model a thinner layer of the kind in section 7, with about 8 percent less doping, reaches the same V_B with a resistance about 12 percent lower. For such a layer, doubling the breakdown voltage of the example to 2040 V requires the doping to fall to 3.97×10¹⁵ cm⁻³ and the thickness to grow by a factor of 2.24. The resistance rises by a factor of 5.66, compared with 4 at fixed peak field. With the exponential law of section 8, doubling the voltage from its value at 10¹⁶ cm⁻³ gives a factor of 5.3, so the exponent 5/2 is itself only as good as the power-law fit. A figure of merit evaluated at one doping therefore cannot be carried unchanged to another voltage class. If the mobility rises as the doping falls, the increase in resistance is smaller than equation (27) states.

The local-field model also sets a limit at high doping. A carrier must travel some distance to gain the energy for ionization. When that distance is no longer small compared with the multiplication length W/8, α cannot be treated as a function of the local field, and equation (1) loses its basis. For an assumed threshold of 5 eV gained at the peak field, that distance in the example is about 0.02, 0.11 and 0.6 of W/8 at 10¹⁶, 10¹⁷ and 10¹⁸ cm⁻³. In real junctions tunnelling, neglected here, also limits equation (1) at high doping. The numerical output lists the parameters and the main values of the worked example.

Values computed for the example and the checks

```
Relative permittivity: 10.0
Reference field: 2.0 MV/cm
Reference ionization coefficient: 1.0e+04 cm^-1
Light-side doping: 1.0e+16 cm^-3
Mobility: 500 cm^2/(V s)
Permittivity: 8.85419e-13 F/cm
Power-law coefficient A: 7.81250e-41 cm^6 V^-7
Field gradient s: 1.80951e+09 V/cm^2
Factor (8/A)^(1/4): 1.78885e+10 V^(7/4) cm^(-3/2)
Peak field, formula: 1.9208 MV/cm
Depletion width, formula: 10.6150 um
Breakdown voltage, formula: 1019.468 V
Breakdown voltage, numerical: 1019.468 V
Numerical doping exponent, E^7: -0.750000
Numerical doping exponent, E^5: -0.666667
Multiplication at 0.9 V_B: 2.9078
Exponential-law a: 1.09663e+07 cm^-1
Exponential-law b: 14.0 MV/cm
Doping for next five values: 1.0e+15 cm^-3
  Power-law peak field: 1.4404 MV/cm
  Power-law voltage: 5732.89 V
  Exponential-law peak field: 1.5455 MV/cm
  Exponential-law voltage: 6599.90 V
  Exponential-law doping exponent: -0.8165
Doping for next five values: 1.0e+16 cm^-3
  Power-law peak field: 1.9208 MV/cm
  Power-law voltage: 1019.47 V
  Exponential-law peak field: 1.9497 MV/cm
  Exponential-law voltage: 1050.35 V
  Exponential-law doping exponent: -0.7776
Doping for next five values: 1.0e+17 cm^-3
  Power-law peak field: 2.5614 MV/cm
  Power-law voltage: 181.29 V
  Exponential-law peak field: 2.5965 MV/cm
  Exponential-law voltage: 186.29 V
  Exponential-law doping exponent: -0.7209
Unequal coefficients, A_p/A_n: 0.1
Logarithmic mean A / A_n: 0.3909
Voltage with unequal coefficients: 1289.34 V
Heavy-side doping: 1.0e+17 cm^-3
Voltage with finite heavy doping: 1095.01 V
Ratio to one-sided voltage: 1.0741
Thin-layer thickness: 5.3075 um
Thin-layer voltage: 765.10 V
Thin-layer doping exponent: -0.1711
Drift-layer resistance: 1.3251 mohm cm^2
Doping for doubled voltage: 3.9685e+15 cm^-3
Doubled breakdown voltage: 2038.94 V
Width ratio for doubled voltage: 2.2449
Resistance ratio for doubled voltage: 5.6569
```
